\section*{Canting of Two Antiferromagnetic Spins by Dzyaloshinskii-Moriya Coupling}

\section*{Problem}

Two magnetic ions carry moments of fixed and equal length. Their directions are the classical unit vectors $\mathbf S_1$ and $\mathbf S_2$, and their energy is
\begin{equation}
E=J\,\mathbf S_1\cdot\mathbf S_2+\mathbf D\cdot(\mathbf S_1\times\mathbf S_2),
\qquad J>0,\quad D=|\mathbf D|>0 .
\label{eq:energy}
\end{equation}
The first term is antiferromagnetic exchange and the second is the Dzyaloshinskii-Moriya (DM) coupling. Take $J=10$ meV and $D=0.2$ meV.

\begin{enumerate}
\item[(a)] Find the lowest energy over all directions of both spins. Show that the spins choose the plane perpendicular to $\mathbf D$.
\item[(b)] By what angle does each spin cant away from the antiparallel arrangement?
\item[(c)] Find the direction and size of the net moment, for ions of 5 Bohr magnetons, and the energy gained by canting.
\item[(d)] Add an easy-axis anisotropy, first in the plane of the spins and then along $\mathbf D$. What happens to the canting?
\item[(e)] Put the spins in a crystal in which each has six neighbours of the other kind. How does a field of 1 T change the angle?
\item[(f)] What do temperature and quantum mechanics do to the result?
\end{enumerate}

\section*{Solution}

\subsection*{Conventions}

The bond is counted once, and $J$ and $D$ are energies for unit vectors. If a Hamiltonian is written as $j\,\mathbf s_1\cdot\mathbf s_2+\mathbf d\cdot(\mathbf s_1\times\mathbf s_2)$ with spins of length $S$, then $J=jS^2$ and $D=dS^2$, so the ratio $D/J$ is the same. If the exchange term alone is written with a factor 2, that factor must be absorbed into $J$ before the formulas below are used.

\subsection*{(a) The global minimum}

Let $\mathbf D$ point along $z$. Split each spin into an in-plane part of length $s_i\ge 0$ and a component $z_i$, with $s_i^2+z_i^2=1$. Let $\varphi$ be the in-plane angle from $\mathbf S_1$ to $\mathbf S_2$, counted positive in the right-handed sense about $\mathbf D$. Then
\begin{align}
\mathbf S_1\cdot\mathbf S_2&=s_1s_2\cos\varphi+z_1z_2,\\
(\mathbf S_1\times\mathbf S_2)_z&=s_1s_2\sin\varphi,\\
E&=s_1s_2\,(J\cos\varphi+D\sin\varphi)+Jz_1z_2 .
\label{eq:split}
\end{align}
Define $R$ and $\delta$ by $J=R\cos\delta$ and $D=R\sin\delta$, so that
\begin{equation}
R=\sqrt{J^2+D^2},\qquad \tan\delta=\frac{D}{J},\qquad 0<\delta<\frac{\pi}{2}.
\end{equation}
The addition theorem gives
\begin{equation}
J\cos\varphi+D\sin\varphi=R\cos(\varphi-\delta)\ge -R .
\end{equation}
The last term of Eq.~\eqref{eq:split} is at least $-J|z_1z_2|$, and $J<R$. Therefore
\begin{equation}
E\ge -Rs_1s_2-J|z_1z_2|\ge -R\,(s_1s_2+|z_1z_2|)\ge -R .
\label{eq:bound}
\end{equation}
The last step is the Cauchy-Schwarz inequality for the vectors $(s_1,|z_1|)$ and $(s_2,|z_2|)$, both of unit length.

The value $-R$ is reached only if every inequality is an equality. Since $J$ is strictly smaller than $R$, the second one requires $z_1z_2=0$. The third then requires $s_1s_2=1$, hence $s_1=s_2=1$ and $z_1=z_2=0$. Both spins lie in the plane perpendicular to $\mathbf D$, and
\begin{equation}
E_{\min}=-\sqrt{J^2+D^2},\qquad \varphi=\pi+\delta .
\label{eq:min}
\end{equation}
The other stationary in-plane angle, $\varphi=\delta$, has the same value of $\tan\varphi$ but energy $+R$, so it is a maximum with respect to $\varphi$.

For the given couplings, $R=\sqrt{100+0.04}=10.002$ meV and $E_{\min}=-10.002$ meV. The pair can still be turned as a whole about $\mathbf D$ without any change of energy, because only the relative angle $\varphi$ is fixed.

\subsection*{(b) The canting of each spin}

The relative angle exceeds $180^\circ$ by
\begin{equation}
\delta=\arctan\frac{0.2}{10}=1.146^\circ .
\end{equation}
The smaller angle between the spins is thus $178.854^\circ$. To see how the deviation is shared, define
\begin{equation}
\mathbf L=\tfrac12(\mathbf S_1-\mathbf S_2),\qquad
\mathbf M=\tfrac12(\mathbf S_1+\mathbf S_2).
\end{equation}
The N\'eel vector $\mathbf L$ gives the antiferromagnetic axis, and $\mathbf M$ is the net spin per site. Because the spins have equal length,
\begin{equation}
\mathbf L\cdot\mathbf M=\tfrac14(|\mathbf S_1|^2-|\mathbf S_2|^2)=0 .
\end{equation}
At the minimum $\mathbf S_1\cdot\mathbf S_2=\cos(\pi+\delta)=-\cos\delta$, so
\begin{align}
|\mathbf L|^2&=\tfrac12(1-\mathbf S_1\cdot\mathbf S_2)=\tfrac12(1+\cos\delta)=\cos^2\frac{\delta}{2},\\
|\mathbf M|^2&=\tfrac12(1+\mathbf S_1\cdot\mathbf S_2)=\tfrac12(1-\cos\delta)=\sin^2\frac{\delta}{2}.
\end{align}
Now $\mathbf S_1=\mathbf L+\mathbf M$ and $\mathbf S_2=-\mathbf L+\mathbf M$. Each spin has the same component $|\mathbf L|=\cos(\delta/2)$ along its own end of the axis, so each makes the angle
\begin{equation}
\alpha=\frac{\delta}{2}=\frac12\arctan\frac{D}{J}
\label{eq:cant}
\end{equation}
with that axis. Here $\alpha=0.573^\circ$, or $0.0100$ rad.

For $D\ll J$ the formula becomes $\alpha\simeq D/(2J)$. In the present case the two agree to the digits quoted. For $D=J$ they do not: Eq.~\eqref{eq:cant} gives $22.5^\circ$, whereas $D/(2J)$ would give $28.6^\circ$. For $D\gg J$ the canting approaches $45^\circ$ and the spins become perpendicular to each other, which is the arrangement that maximizes the length of their cross product.

\subsection*{(c) Net moment and energy gain}

The cross product in terms of $\mathbf L$ and $\mathbf M$ is
\begin{equation}
\mathbf S_1\times\mathbf S_2=(\mathbf L+\mathbf M)\times(-\mathbf L+\mathbf M)
=\mathbf L\times\mathbf M-\mathbf M\times\mathbf L=2\,\mathbf L\times\mathbf M .
\end{equation}
A cyclic exchange in the triple product turns the DM energy into
\begin{equation}
\mathbf D\cdot(\mathbf S_1\times\mathbf S_2)=2\,\mathbf M\cdot(\mathbf D\times\mathbf L).
\end{equation}
For a given $\mathbf L$ this is lowest when $\mathbf M$ is opposite to $\mathbf D\times\mathbf L$, that is, along $\mathbf L\times\mathbf D$. Reversing $\mathbf L$ at fixed $\mathbf D$ reverses $\mathbf M$. The small moment therefore labels the two opposite N\'eel states, and a magnetic field can distinguish them.

Its size per site is $|\mathbf M|=\sin\alpha=0.0100$ of the full moment. With 5 Bohr magnetons per ion, this is $5\times0.0100=0.050$ Bohr magnetons.

The energy gain follows from a small deviation $\varepsilon$ of the relative angle, $\varphi=\pi+\varepsilon$:
\begin{equation}
E=-J\cos\varepsilon-D\sin\varepsilon\simeq -J+\tfrac12J\varepsilon^2-D\varepsilon .
\end{equation}
The DM energy falls linearly while the exchange energy rises quadratically, so some canting occurs however small $D$ is. The minimum is at $\varepsilon=D/J$, and the gain over the collinear state is
\begin{equation}
R-J\simeq\frac{D^2}{2J}=\frac{0.04}{20}\ \text{meV}=2.0\ \mu\text{eV}.
\end{equation}
This is also what holds the spins in the plane perpendicular to $\mathbf D$, since a collinear pair along $\mathbf D$ has energy $-J$. Divided by Boltzmann's constant, it is only $0.023$ K.

\subsection*{(d) An easy axis}

\paragraph{In the plane.} Add $-K(\mathbf S_i\cdot\hat{\mathbf x})^2$ for each spin, with $K>0$ and $\hat{\mathbf x}$ perpendicular to $\mathbf D$. Let $\mathbf L$ make an angle $\beta$ with $\hat{\mathbf x}$. The spins then stand at angles $\beta-\alpha$ and $\beta+\pi+\alpha$, and
\begin{equation}
\cos^2(\beta-\alpha)+\cos^2(\beta+\alpha)=1+\cos2\beta\cos2\alpha .
\end{equation}
The in-plane energy is therefore
\begin{equation}
E=-K-(J+K\cos2\beta)\cos2\alpha-D\sin2\alpha .
\end{equation}
For $K<J$, minimizing over $\alpha$ gives $-K-\sqrt{(J+K\cos2\beta)^2+D^2}$. This is lowest at $\cos2\beta=1$, with $\mathbf L$ along the easy axis, and there
\begin{equation}
\tan2\alpha=\frac{D}{J+K}.
\end{equation}
With $K=0.1$ meV the ratio is $0.2/10.1$ and $\alpha=0.567^\circ$, a reduction of 1\%. Numerical minimization over all directions of both spins, in and out of the plane, gives the same angle.

\paragraph{Along $\mathbf D$.} Now the added energy is $-K(z_1^2+z_2^2)$. Let $q=(z_1^2+z_2^2)/2$. Since a product is at most the mean of the squares, $|z_1z_2|\le q$ and $s_1s_2\le1-q$. Hence
\begin{equation}
E\ge-R(1-q)-Jq-2Kq=-R+q\,(R-J-2K).
\end{equation}
The bound is reached for $z_1=-z_2$ and $\varphi=\pi+\delta$. It is linear in $q$, so the minimum lies at one end of the range $0\le q\le1$. The spins stay in the plane with their full canting if $K<K_c$. They stand along $\mathbf D$, collinear and without net moment, if $K>K_c$, where
\begin{equation}
K_c=\tfrac12(R-J)=1.0\ \mu\text{eV}.
\end{equation}
An anisotropy that changes the canting by 1\% when it lies in the plane is a hundred times larger than the one needed to remove the canting when it lies along $\mathbf D$. In zero field, canting thus requires a component of $\mathbf D$ perpendicular to $\mathbf L$, because only that component contributes to $\mathbf D\times\mathbf L$.

\subsection*{(e) A crystal and a magnetic field}

Let each ion have $n=6$ neighbours on the other sublattice, with the same $J$ and the same $\mathbf D$, always taken from sublattice 1 to sublattice 2. By Eq.~\eqref{eq:bound} no bond can have energy below $-R$, and the two-sublattice canted state gives every bond this value. It is a ground state of the crystal, with the same angle. Per pair of ions, $J$ and $D$ are both multiplied by $n$, and so is the threshold $K_c$, which becomes $6\ \mu$eV.

Let $\mathbf S_i$ denote the direction of the magnetic moment, of size $\mu$, and apply a field $B$ along $\mathbf M$. The energy per pair is
\begin{equation}
E=-nJ\cos2\alpha-nD\sin2\alpha-2\mu B\sin\alpha .
\end{equation}
Setting the derivative to zero gives
\begin{equation}
2nJ\sin2\alpha-2nD\cos2\alpha-2\mu B\cos\alpha=0 .
\end{equation}
For small $\alpha$, replace $\sin2\alpha$ by $2\alpha$ and both cosines by 1:
\begin{equation}
\alpha\simeq\frac{nD+\mu B}{2nJ}.
\end{equation}
At 1 T and 5 Bohr magnetons, $\mu B=0.289$ meV, so $\alpha\simeq(1.2+0.289)/120=0.0124$ rad, or $0.711^\circ$. The field raises the canting by about a quarter. The DM coupling acts on the canting like a field $nD/\mu=4.15$ T.

\subsection*{(f) Temperature and quantum mechanics}

\paragraph{An isolated pair.} Averaging over all directions with the Boltzmann weight, by numerical quadrature, gives $\langle\mathbf S_1\cdot\mathbf S_2\rangle=-0.965$ at 4 K and $-0.128$ at 300 K. At 300 K the thermal energy, 25.9 meV, exceeds $J$ and the spins are nearly uncorrelated. Even at 4 K, $\arccos0.965\approx15^\circ$, so the thermal deviations far exceed the canting.

The canting nevertheless survives in the averages. At fixed $z_1$ and $z_2$ the weight depends on $\varphi$ through $\cos(\varphi-\delta)$, so the average of $s_1s_2\sin(\varphi-\delta)$ vanishes. Expanding the sine gives
\begin{equation}
\frac{\langle s_1s_2\sin\varphi\rangle}{\langle s_1s_2\cos\varphi\rangle}=\tan\delta=\frac{D}{J}
\end{equation}
at any finite temperature in this model.

\paragraph{The crystal.} In mean-field theory a spin feels an exchange energy $nJm$, where $m$ is the mean sublattice spin. For small $m$ a classical unit spin responds as $m=nJm/(3k_BT)$, if the tiny effect of $D$ is left out. Order therefore sets in at
\begin{equation}
k_BT_N=\frac{nJ}{3}=20\ \text{meV},\qquad T_N=232\ \text{K}.
\end{equation}
With these couplings the classical crystal would not be ordered at room temperature. For quantum spins $S=5/2$ the same theory multiplies $T_N$ by $(S+1)/S=1.4$, which gives 325 K, while the fluctuations that mean-field theory neglects lower it. For classical spins on the simple cubic lattice, Monte Carlo simulation puts the transition near $k_BT_N\approx1.45J$ rather than $2J$, that is near 170 K, or about 235 K if the factor 1.4 is kept. The mean-field values are therefore too high by more than a third. The ground-state angle depends on $D/J$, but thermal stability depends on $J$ itself.

\paragraph{Quantum spins.} For two spins $5/2$ with the couplings divided by $S^2$, diagonalization gives a single ground state, 1.6 meV below the next level. A non-degenerate state of this time-reversal-symmetric Hamiltonian has no static moment, so an isolated quantum pair shows no canted moments. Its in-plane correlations, analysed through the same ratio as above, still give $0.573^\circ$ per spin. The classical picture of static canted moments belongs to the ordered crystal.

\paragraph{Comparison with a real material.} Rare-earth orthoferrites such as YFeO$_3$ are canted antiferromagnets with Fe$^{3+}$ spins $5/2$ and six iron neighbours. Their canting is roughly half a degree, so $D/J=0.02$ is a fair effective ratio. The value $J=10$ meV is too low for them: they order at roughly 600 K or above, which needs $J\approx26$ meV in the classical mean-field formula, or about 18 meV with the quantum factor 1.4. These are underestimates, because mean-field theory overestimates $T_N$; with $k_BT_N\approx1.45J$ they become about 36 and 26 meV. At fixed $D/J$ this change leaves the angle alone. In the real crystal the DM vectors also differ from bond to bond, so the single $\mathbf D$ used here stands for the part that acts in the same sense on all bonds and produces the net moment. The other parts can cant individual spins further in ways that cancel in the total moment. Of the effects sized above that leave the canted state in place, the 1 T field along $\mathbf M$ moves the angle most, from $0.57^\circ$ to $0.71^\circ$ at zero temperature; with the larger $J$ and $D$ its effect would be smaller. At finite temperature, mean-field theory replaces $nJ$ and $nD$ by $nJm$ and $nDm$. The zero-field angle is then unchanged, but the shift caused by the field grows as $1/m$, so for $J=10$ meV the angle in 1 T is $0.87^\circ$ at 200 K.
